\section*{Displacement thresholds by energy scanning, and where bisection fails}

\section{A threshold that depends on the search}

A recoiling atom is given 8 eV and returns to its lattice site. Given 30 eV, it leaves a stable defect. Halving the interval between these energies looks like an economical way to find the displacement threshold. In the model crystal treated below this search returns 24.6 eV. Yet at 13 eV nearly every recoil also leaves a stable defect, and the same search started between 8 and 14 eV returns 11.7 eV. Started between 8 and 20 eV, it finds no defect at the upper end and stops.

The arithmetic of the search is sound in all three cases. What fails is the assumption that a recoil which produces a defect at one energy also does so at every higher energy. The remedy is to estimate the defect probability over the whole energy range before any interval is halved.

\section{Nine energies by hand}

Let the recoil energy take the values $0,1,\ldots,8$ in some unit, and let the probability of a stable defect be
\[
\begin{array}{c|ccccccccc}
E&0&1&2&3&4&5&6&7&8\\ \hline
p&0&0&1&1&\tfrac14&0&0&1&1
\end{array}
\]
Call an energy defective if $p\ge\frac12$. Bisection from the bracket $(0,8)$ tests $4$, which is not defective, and keeps $(4,8)$. It tests $6$, not defective, and keeps $(6,8)$. It tests $7$, defective, and ends with $(6,7)$. From $(0,2)$ it tests $1$ and ends with $(1,2)$. The bracket $(0,4)$ is refused, because its upper end is not defective.

Now suppose that each tested energy gets a single trajectory. At $E=4$ a defect appears with probability $\frac14$. The search then keeps $(0,4)$, finds a defect at $2$ and none at $1$, and ends with $(1,2)$. With probability $\frac34$ it ends with $(6,7)$. One procedure on one bracket gives two answers.

A scan of all nine energies shows three changes: upward in $(1,2)$, downward in $(3,4)$, upward in $(6,7)$. Each can then be refined separately.

\section{What bisection finds in general}

Let $p(E)$ be the probability, over thermal starting states, that a recoil of energy $E$ ends as a stable defect. Choose a level $q$; here $q=\frac12$. Assume that $p$ is continuous and known without noise. Bisection keeps a bracket $(a_j,b_j)$ with
\begin{equation}
p(a_j)<q\le p(b_j), \label{eq:inv}
\end{equation}
since a midpoint with $p\ge q$ replaces $b_j$ and any other midpoint replaces $a_j$. The length halves each time, so both ends tend to one energy $E_*$. Continuity turns (\ref{eq:inv}) into $p(E_*)\le q\le p(E_*)$, hence $p(E_*)=q$.

The limit cannot be a simple downward crossing. There $p>q$ just below $E_*$. The lower end $a_j$ cannot equal $E_*$, because $p(a_j)<q$, so it approaches from below, and eventually $p(a_j)>q$. This contradicts (\ref{eq:inv}). If all crossings are simple, bisection therefore ends at an upward crossing. With one crossing in the bracket the answer is unique; with two upward crossings and a downward one between them, the midpoints decide.

\section{Why more energy can leave fewer defects}

The algebra uses atomic units; numbers are in eV and angstrom, with times in ps. One recoil of mass $M$ moves along a fixed direction in a frozen landscape $V(x)$. A drag rate $\gamma$ stands for the energy given to the lattice:
\begin{equation}
M\ddot x=-V'(x)-M\gamma\dot x. \label{eq:motion}
\end{equation}
The lattice site is $x=0$. A first barrier $B_1=9.5$ eV stands at $x_1=1.4$ \AA, a pocket of energy $B_p=8$ eV at $x_p=2.4$ \AA, and a second barrier $B_2=16$ eV at $x_2=3.6$ \AA. Half cosines join these points:
\[
V=\begin{cases}
\frac12Cx^2, & x<0,\\
\frac{B_1}{2}\left[1-\cos\frac{\pi x}{x_1}\right], & 0\le x\le x_1,\\
B_1-\frac{B_1-B_p}{2}\left[1-\cos\frac{\pi(x-x_1)}{x_p-x_1}\right], & x_1<x\le x_p,\\
B_p+\frac{B_2-B_p}{2}\left[1-\cos\frac{\pi(x-x_p)}{x_2-x_p}\right], & x>x_p.
\end{cases}
\]
The last line repeats pockets and barriers of equal height. The choice $C=\pi^2B_1/(2x_1^2)=23.9$ eV/\AA$^2$ makes the curvature continuous at the site. A recoil that ends at $x>x_1$ counts as a stable defect.

With $H=\frac12M\dot x^2+V$, equation (\ref{eq:motion}) gives
\begin{equation}
\dot H=\dot x\,(M\ddot x+V')=-M\gamma\dot x^2\le0. \label{eq:loss}
\end{equation}
If the drag is also strong enough to prevent a second escape from the site, the outcomes follow in a simple order. A slow recoil fails to pass $x_1$. A somewhat faster one passes, but loses too much energy in the pocket to return, and stays as a defect. A still faster one rebounds from the second barrier with enough energy to recross the first, and fills its own vacancy. The fastest pass $x_2$. To come back they must first turn round on a slope below a barrier of height $B_2$. There $H<B_2$, and by (\ref{eq:loss}) $H$ never rises again, so they cannot recross $x_2$.

\section{The three boundary energies}

A recoil on the boundary between two outcomes comes to rest on a barrier top. Near the top write $x=x_b+\xi$ and $V\simeq V_b-\frac12M\kappa\xi^2$, with $\kappa$ taken on the side of arrival. Then
\[
\ddot\xi=\kappa\xi-\gamma\dot\xi .
\]
Inserting $\xi\propto e^{-\mu t}$ gives $\mu^2=\kappa+\gamma\mu$, whose positive root is
\begin{equation}
\mu=\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+\kappa}.
\end{equation}
Starting at a small $\xi$ with $\dot\xi=-\mu\xi$ and integrating (\ref{eq:motion}) backward in time to the starting position $x_0$ yields the critical launch velocity. There are three: $v_1(x_0)$ for reaching $x_1$ from the left, $v_2(x_0)$ for reaching it from the right after the rebound, and $v_3(x_0)$ for reaching $x_2$ from the left. For a start at rest at the site, before the kick, the boundary energies are $E_i=\frac12Mv_i(0)^2$.

For $M=28$ u and $\gamma=10$ ps$^{-1}$ the result is
\[
E_1=11.76,\qquad E_2=15.46,\qquad E_3=24.62\ \text{eV}.
\]
Since the recoil ends at rest on a barrier, $E_i$ minus the barrier height is the energy lost to drag: $11.76-9.5=2.26$ eV on the way out, $15.46-9.5=5.96$ eV on the way out and back, and $24.62-16=8.62$ eV on the way to the second barrier.

An independent forward scan from 5 to 32 eV in steps of 0.02 eV changed outcome at 11.75, 15.45 and 24.61 eV and nowhere else. No further window, such as one caused by a second escape from the site, appeared at that resolution.

The recombination window needs $E_2<E_3$. Paths of (\ref{eq:motion}) cannot cross in the plane of position and velocity. Among recoils that turn back before $x_2$, the one starting its return nearest $x_2$ therefore reaches $x_1$ fastest. If even that one is trapped in the pocket, the window is closed. Launches from just below the second barrier top put the closing drag at 29.7 ps$^{-1}$. Scans from the site, from 5 to 65 eV, gave three boundaries at 0.9 times this drag and one at 1.1 times.

\section{Thermal starts}

Let $\theta=k_BT$; at 300 K it is 0.02585 eV. The atom starts from a classical harmonic distribution: displacement $x_0$ with variance $\theta/C$ and velocity $w$ with variance $s^2=\theta/M$, both Gaussian and independent. The kick adds the velocity $u=\sqrt{2E/M}$, so $E$ is the energy an atom at rest would receive. A defect forms if $v_1<u+w<v_2$ or $u+w>v_3$.

With $\Phi$ the cumulative normal distribution, the probability that $u+w>v_i$ is $\Phi[(u-v_i)/s]$. Subtracting the part above $v_2$ and adding the part above $v_3$ gives
\begin{equation}
p(E)=\left\langle\Phi\!\left(\frac{u-v_1}{s}\right)-\Phi\!\left(\frac{u-v_2}{s}\right)+\Phi\!\left(\frac{u-v_3}{s}\right)\right\rangle_{x_0}. \label{eq:p}
\end{equation}

The width of each edge follows from the slope of $v_i(x_0)$. Along a trajectory
\[
\frac{dv}{dx}=\frac{\dot v}{v}=-\frac{V'}{Mv}-\gamma,
\]
which equals $-\gamma$ at the site, where $V'=0$. To first order $v_i(x_0)=v_i(0)-\gamma x_0$, and the condition $u+w>v_i(x_0)$ becomes $u+w+\gamma x_0>v_i(0)$. The random part has variance
\[
\frac{\theta}{M}+\frac{\gamma^2\theta}{C}
=\frac{\theta}{M}\left(1+\frac{\gamma^2}{\omega^2}\right),
\qquad \omega^2=\frac CM .
\]
Since $dE=Mu\,du$ and $Mu=\sqrt{2ME}$, the width in energy is
\begin{equation}
\sigma_E=\sqrt{2E\theta\left(1+\gamma^2/\omega^2\right)}. \label{eq:width}
\end{equation}
Here $\omega=90.8$ ps$^{-1}$ and $\gamma^2/\omega^2=0.012$. At the first edge $\sigma_E=\sqrt{2(11.76)(0.02585)(1.012)}=0.78$ eV, thirty times $\theta$. The kick multiplies the small thermal velocity in the cross term $Muw$. The other widths are 0.90 and 1.14 eV.

The next order explains a small shift. At the site $d^2v/dx^2=-C/(Mv)$, so $v_i(x_0)$ gains the term $-Cx_0^2/(2Mv_i)$, with mean $-\theta/(2Mv_i)$. Multiplication by $Mv_i$ moves each edge by $-\theta/2=-0.013$ eV. Quadrature of (\ref{eq:p}) puts the crossings of $p=\frac12$ at 11.74, 15.45 and 24.61 eV, consistent with this shift to the printed digits. The first is 0.432 hartree.

\section{Estimating the probability}

If $k$ of $n$ independent starts leave a defect, the estimate is $\hat p=k/n$, with standard error $\sqrt{p(1-p)/n}$. An interval that remains valid for small counts has limits $p_L,p_U$ defined by
\begin{equation}
P(X\ge k\,|\,p_L)=\frac{\alpha}{2},\qquad
P(X\le k\,|\,p_U)=\frac{\alpha}{2},
\end{equation}
where $X$ is binomial; set $p_L=0$ for $k=0$ and $p_U=1$ for $k=n$. The true $p$ lies below $p_L$ when $k$ is so large that $P(X\ge k|p)<\alpha/2$. The counts with this property form an upper tail of total probability below $\alpha/2$. The same holds for the lower tail, so the coverage is at least $1-\alpha$. For $\alpha=0.05$ and $n=400$, explicit sums at $p=0.01,0.02,\ldots,0.99$ gave a smallest coverage of 0.951.

The scan used 45 energies from 8 to 30 eV, 0.5 eV apart, with 400 starts each. Some of its results are
\[
\begin{array}{cccc}
E\ (\text{eV})&\hat p&95\%\ \text{interval}&p\ \text{from (\ref{eq:p})}\\ \hline
11&0.193&0.155\text{--}0.235&0.168\\
12&0.657&0.609\text{--}0.704&0.627\\
13&0.968&0.945\text{--}0.983&0.939\\
16&0.307&0.263\text{--}0.355&0.270\\
19&0.000&0.000\text{--}0.009&0.000\\
25&0.627&0.578\text{--}0.675&0.634\\
28&0.998&0.986\text{--}1.000&0.998
\end{array}
\]
At 13 eV the quadrature value lies outside the interval, as it also does at 26 eV, an energy not shown in the table. Each interval holds for its own energy, not for all 45 jointly, and up to $0.05\times45\simeq2$ misses are expected.

Between neighbouring energies $E_a,E_b$ on opposite sides of $q$, linear interpolation gives
\begin{equation}
E_c=E_a+\frac{q-\hat p_a}{\hat p_b-\hat p_a}(E_b-E_a).
\end{equation}
The rows at 11 and 12 eV alone give $11+(0.500-0.193)/(0.657-0.193)=11.66$ eV. The full scan gives 11.69, 15.44 and 24.54 eV. A probability error $\delta p$ moves a crossing by about $\delta p/|p'|$. At the first edge $p'\simeq1/(\sqrt{2\pi}\,\sigma_E)=0.51$ eV$^{-1}$ and $\delta p=\sqrt{0.25/400}=0.025$, hence 0.05 eV. The other two errors are 0.06 and 0.07 eV. All three scanned crossings lie within about one such error of the quadrature values.

\subsection{The first defect seen is not a threshold}

At fixed energy the chance of at least one defect in $n$ starts is $1-(1-p)^n$. It equals one half when $p=1-2^{-1/n}$, which is 0.067 for $n=10$ and 0.0017 for $n=400$. On the first edge these probabilities occur at 10.60 and 9.56 eV. The apparent onset falls by 1 eV because more starts were made. In 1000 groups of ten trajectories at the first of these energies, the fraction of groups with a defect was 0.512. A threshold defined by a fixed $q$ does not drift in this way.

\subsection{The energy step}

Let a defective window have width $w$ and the scan a step $h$. If $h\le w$, some scan energy falls in the window wherever the grid begins. If $h>w$, a fraction $w/h$ of grid offsets hits it. The lower window here has $w=15.45-11.74=3.70$ eV from unrounded values. A step of 6 eV should hit it for $3.70/6=0.617$ of offsets, and a count over 2000 offsets gave 0.617. A hit near an edge may still need many starts to be recognised, so $h$ should be well below the narrowest window of interest.

\section{Bisection on the same crystal}

With 400 starts per energy and seven halvings, the bracket 8--14 eV gave 11.73 eV and the bracket 8--30 eV gave 24.59 eV. The second search first tests 19 eV, in the middle of the recombination window, and discards everything below. The bracket 8--20 eV was refused. More starts would not help: the noise-free search makes the same choices.

To see how the bracket decides, take lower ends $a$ from 0 to 10 eV and upper ends $b$ from 1 to 15 eV above the third crossing, that is, from 25.61 to 39.61 eV. The first midpoint lies in the lower defective window if $a+b<2(15.45)=30.90$ eV. These brackets fill a triangle of area $\frac12(30.90-25.61)^2=14.0$ eV$^2$ out of $10\times14=140$ eV$^2$, a share of 0.10. On a finite grid of such brackets, noise-free bisection ended at the first crossing in a share of 0.108 and at the third in all other cases.

With one trajectory per midpoint the result is random. The probability of a path is the product of $p$ for each midpoint that gave a defect and $1-p$ for each that did not. From the bracket 0--30 eV the first midpoint is 15 eV, where $p=0.691$. The full tree of seven halvings gives probability 0.691 for an answer below 20 eV, so the first trajectory practically settles the matter. In 2000 actual searches the share was 0.674, which is 1.6 standard errors lower.

\section{The procedure}

\begin{enumerate}
\item Choose $q$, the energy range, and a step $h$ below the narrowest window that matters.
\item At each energy run $n$ trajectories from independent thermal states, long enough for the outcome to settle, and record $k$.
\item Compute $\hat p$ and its interval. Add starts where the interval contains $q$ and the decision matters.
\item List every pair of neighbouring energies between which $\hat p-q$ changes sign, with its direction.
\item Refine each pair separately, by interpolation or by bisection with repeated starts. For a downward change, exchange the roles of the two ends: a midpoint with $\hat p\ge q$ replaces the lower end.
\item Report all crossings with $q$, $h$, $n$ and the range. A single number suffices only if the scan shows one crossing.
\end{enumerate}
The scan above cost $45\times400=18\,000$ trajectories. A bisection with two end tests and seven midpoints costs $9\times400=3600$. The factor of five buys the knowledge of whether bisection is meaningful. No finite scan excludes windows narrower than its step.

\section{Silicon and the limits of the model}

The mass is that of silicon. The barriers were chosen by hand to put the first crossing between 10 and 20 eV, so its value is an input, not a prediction of silicon's displacement threshold. Real recoils change direction, replace other atoms and break bonds. Whether a given direction in silicon has a recombination window must be decided by many-atom trajectories, to which the same procedure applies.

The frozen lattice and the assumed drag are serious simplifications. With other settings fixed, the cold boundaries, located on a 0.05 eV grid and so good to about $\pm0.03$ eV, become
\[
\begin{array}{lccc}
&E_1&E_2&E_3\ (\text{eV})\\ \hline
\text{drag}\times0.7&11.02&13.17&21.72\\
\text{drag}\times1.3&12.47&18.22&27.77\\
\text{mobile cage}&12.52&18.17&24.87
\end{array}
\]
In the last row the landscape is carried by a mass of six atoms on a spring of frequency $\omega$, damped at the same rate $\gamma$. The drag is retained, so part of the lattice loss is counted twice. The boundaries move by up to about 3 eV, far more than the statistical errors, but the recombination window survives in each case. Much weaker drag changes the pattern itself: at 0.3 times the drag used here, some returning recoils escape a second time, and a further defective window appears between about 14.4 and 15.5 eV.

Thermal noise during flight, matched to the drag at 300 K, gave crossings at 11.62, 15.46 and 24.62 eV with 200 starts per energy; at the resulting precision of about 0.1 eV no shift is resolved. The noise does widen the edges: with 4000 starts per energy the widths are roughly 0.85, 1.2 and 1.35 eV, and $p$ at 13.5 eV, near the peak of the lower window, falls from 0.97 to about 0.92. Zero-point motion replaces $\theta$ by $\frac{\omega}{2}\coth\frac{\omega}{2\theta}=0.036$ eV in the harmonic starting distribution. It lowers the peak of $p$ in the lower window from 0.97 to 0.94.

Finally, ``stable'' here refers to the 0.6 ps for which each recoil is followed. The near defect is held by $B_1-B_p=1.5$ eV. Classical transition-state theory gives its lifetime as
\[
\tau=\left(\frac{\pi}{\omega_L}+\frac{\pi}{\omega_R}\right)e^{(B_1-B_p)/\theta},
\]
where the bracket is the sum of the half periods on the two sides of the pocket. The formula neglects recrossings of the barrier caused by drag, which lengthen the lifetime somewhat. It gives about $1.5\times10^{12}$ s at 300 K and $2.4\times10^{-5}$ s at 900 K. In this model an anneal at 900 K removes the defects of the lower window almost at once. The estimate is exponentially sensitive: a barrier lower by 0.5 eV shortens the 300 K lifetime by $e^{0.5/0.02585}\simeq2.5\times10^8$. A reported threshold therefore needs the time and temperature at which the defect was counted. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Recoil mass: 28.0 u
Temperature: 300 K; kT: 0.02585 eV; drag: 10.0 /ps
Barrier 1, pocket, barrier 2: 9.5 8.0 16.0 eV
Their positions: 1.4 2.4 3.6 angstrom
Site spring: 23.92 eV/angstrom^2; omega: 90.79 rad/ps
Cold edges, backward: 11.76 15.46 24.62 eV
Cold edges, forward: 11.75 15.45 24.61 eV
Thermal edge widths sigma: 0.78 0.90 1.14 eV
Largest error of short p formula: 0.0065
Scan: 45 energies, 400 starts each
E (eV), hits, estimate, 95% interval, quadrature p
9.0   0 0.000 [0.000,0.009] 0.000
10.0   4 0.010 [0.003,0.025] 0.010
11.0  77 0.193 [0.155,0.235] 0.168
12.0 263 0.657 [0.609,0.704] 0.627
13.0 387 0.968 [0.945,0.983] 0.939
14.0 383 0.958 [0.933,0.975] 0.947
15.0 278 0.695 [0.647,0.740] 0.691
16.0 123 0.307 [0.263,0.355] 0.270
17.0  17 0.043 [0.025,0.067] 0.046
19.0   0 0.000 [0.000,0.009] 0.000
22.0   8 0.020 [0.009,0.039] 0.009
24.0 107 0.268 [0.225,0.314] 0.294
25.0 251 0.627 [0.578,0.675] 0.634
26.0 340 0.850 [0.811,0.884] 0.886
28.0 399 0.998 [0.986,1.000] 0.998
p=0.5 crossings, quadrature: 11.74 15.45 24.61 eV
p=0.5 crossings, scan: 11.69 15.44 24.54 eV
Approximate crossing standard errors: 0.05 0.06 0.07 eV
First crossing: 0.4316 hartree
Near-window peak p: 0.9721
Recombination-window minimum p: 6.63e-06
Minimum tested interval coverage: 0.9512
Scan energies undecided about p=0.5: 2
Median first-sighting energies, n=10,400: 10.60 9.56 eV
Observed sighting fraction at n=10 energy: 0.512
Lower window width: 3.70 eV; coarse step: 6.0 eV
Coarse offsets that hit it: 0.617
Bisection 8-14 eV: 11.73 eV
Bisection 8-20 eV: refused
Bisection 8-30 eV: 24.59 eV
Bracket-map share at first crossing: 0.108
Single-shot 0-30 eV, share below 20.03 eV:
  tree 0.691, trajectories 0.674
Drag that closes recombination window: 29.68 /ps
Cold edges at 0.7 drag: 11.02 13.17 21.72 eV
Cold edges at 1.3 drag: 12.47 18.22 27.77 eV
Cold edges with six-atom mobile cage: 12.52 18.17 24.87 eV
Crossings with flight noise, n=200: 11.62 15.46 24.62 eV
Zero-point effective kT: 0.03645 eV
Near-window peak p with that kT: 0.9360
Near-defect TST lifetime, 300 K: 1.49e+12 s
Near-defect TST lifetime, 900 K: 2.37e-05 s
\end{verbatim}
